# The Sham-Schlüter equation and the constant in the Kohn-Sham potential

Take two sites, one spinless electron, a real one-body matrix $h_0=t+v_{\rm ext}$ with eigenvectors $|g\rangle,|u\rangle$ and eigenvalues $\epsilon_g<\epsilon_u$, and a repulsion $V>0$ between the sites (Hartree atomic units throughout). The ground state is $|g\rangle$. Removing the electron gives the removal energy $\mu^-=E_1-E_0=\epsilon_g$. An added electron can only fill $|u\rangle$, and with both sites full $E_2=\epsilon_g+\epsilon_u+V$, so $\mu^+=E_2-E_1=\epsilon_u+V$. The Green function has one pole for each process,

$$G(z)=\frac{|g\rangle\langle g|}{z-\epsilon_g}+\frac{|u\rangle\langle u|}{z-\epsilon_u-V}=\big(z-h_0-V|u\rangle\langle u|\big)^{-1},$$

so the self-energy is the nonlocal operator $V|u\rangle\langle u|$. A local Kohn-Sham potential must give the density $g(r)^2$, and $v_s=v_{\rm ext}+c$ does so for any constant $c$. Its Green function $G_s$ has the same residues, with poles at $\epsilon_g+c$ and $\epsilon_u+c$. The density is the sum of the residues of the poles below the chemical potential $\mu$, so with one $\mu$ for both systems, placed in the interacting gap $\epsilon_g<\mu<\epsilon_u+V$, the densities agree whenever $\epsilon_g+c<\mu<\epsilon_u+c$. Equality of densities fixes the shape of $v_s$ and leaves $c$ a window as wide as the Kohn-Sham gap. With slightly less than one electron the lower poles of both functions must sit at $\mu$, so $c=0$; with slightly more the upper poles must, so $c=V$. The jump $V$ is the amount by which $\mu^+-\mu^-$ exceeds the Kohn-Sham gap.

The general case is written for one spin channel on a finite grid of sites $r$, with real orbitals; in a continuum the sums become integrals. The Hamiltonian is $H=\sum h_{0,rr'}c_r^\dagger c_{r'}+W$, $W=\tfrac12\sum_{r\ne s}w_{rs}\hat n_r\hat n_s$. The $N$-electron ground state $|0\rangle$ is assumed non-degenerate, with $\mu^-=E_N-E_{N-1}<\mu^+=E_{N+1}-E_N$. Define

$$G_{rr'}(z)=\sum_m\frac{\langle0|c_r|m\rangle\langle m|c_{r'}^\dagger|0\rangle}{z-(E_m-E_N)}+\sum_m\frac{\langle0|c_{r'}^\dagger|m\rangle\langle m|c_r|0\rangle}{z-(E_N-E_m)},$$

with $m$ running over $(N+1)$-electron states in the first sum and $(N-1)$-electron states in the second. Multiply by $z$ and use $z/(z-e)=1+e/(z-e)$ for each pole $e$. The ones add up to $\langle c_rc_{r'}^\dagger+c_{r'}^\dagger c_r\rangle=\delta_{rr'}$. The factors $e$ are absorbed by $\langle0|[c_r,H]|m\rangle=(E_m-E_N)\langle0|c_r|m\rangle$ and $\langle m|[c_r,H]|0\rangle=(E_N-E_m)\langle m|c_r|0\rangle$. From $[c_r,\hat n_r]=c_r$ follows $[c_r,H]=\sum_s h_{0,rs}c_s+A_r$ with $A_r=\sum_s w_{rs}\hat n_sc_r$, where the term $s=r$ may be included because $\hat n_rc_r=0$. Hence $zG=1+h_0G+F$, where $F$ is $G$ with $c_r$ replaced by $A_r$. Off the real axis $G$ is invertible, since its imaginary part is a sum of positive semidefinite residues with coefficients of one sign and the residues add up to the identity. With $v_H(r)=\sum_s w_{rs}n_s$ built from the exact density, define $\Sigma_{xc}=FG^{-1}-v_H$; multiplying the equation of motion by $G^{-1}$ from the right gives

$$G^{-1}=z-h_0-v_H-\Sigma_{xc}(z).$$

At large $z$, $G\to1/z$ and $F_{rr'}\to\langle\{A_r,c_{r'}^\dagger\}\rangle/z$. Because $c_{r'}^\dagger\hat n_s=\hat n_sc_{r'}^\dagger-\delta_{sr'}c_{r'}^\dagger$, one has $\{\hat n_sc_r,c_{r'}^\dagger\}=\delta_{rr'}\hat n_s-\delta_{sr'}c_{r'}^\dagger c_r$, so $\Sigma_{xc,rr'}(\infty)=-w_{rr'}\gamma_{rr'}$ with $\gamma_{rr'}=\langle c_{r'}^\dagger c_r\rangle$: the static part is exchange.

Put $z=\mu+i\omega$ with $\mu^-<\mu<\mu^+$. A pole at $\alpha=e-\mu$, with $\omega$ and $-\omega$ paired, gives

$$\int\frac{d\omega}{2\pi}\frac1{i\omega-\alpha}=\frac1\pi\int_0^\infty\frac{-\alpha\,d\omega}{\omega^2+\alpha^2}=-\tfrac12\,{\rm sgn}\,\alpha=f(\alpha)-\tfrac12,\tag{1}$$

with $f=1$ below $\mu$ and $0$ above. The removal poles lie below $\mu$ and their residues sum to $\gamma$; all residues sum to $1$. Therefore $\gamma=\tfrac12+\int\frac{d\omega}{2\pi}G$. For a trial local $v_{xc}$ let $h_s=h_0+v_H+v_{xc}$, with eigenpairs $\varepsilon_p,\varphi_p$, and $G_s=(z-h_s)^{-1}$ at the same $\mu$; then likewise $\gamma_s=\tfrac12+\int\frac{d\omega}{2\pi}G_s$. Subtracting the inverses gives $G_s^{-1}-G^{-1}=\Sigma_{xc}-v_{xc}$, and multiplying by $G_s$ from the left and $G$ from the right gives

$$G-G_s=G_s(\Sigma_{xc}-v_{xc})G.\tag{2}$$

In the diagonal element integrated over $\omega$ the halves cancel, and each term on the right falls as $\omega^{-2}$ and converges by itself. For every trial potential, $n(r)-n_s(r)=b(r)-\sum_{r'}K(r,r')v_{xc}(r')$ with $K(r,r')=\int\frac{d\omega}{2\pi}G_{s,rr'}G_{r'r}$ and $b(r)=\int\frac{d\omega}{2\pi}(G_s\Sigma_{xc}G)_{rr}$. The densities agree if and only if

$$\sum_{r'}v_{xc}(r')\int\frac{d\omega}{2\pi}G_{s,rr'}G_{r'r}=\int\frac{d\omega}{2\pi}\big(G_s\Sigma_{xc}G\big)_{rr}.\tag{3}$$

This is the Sham-Schlüter equation. It is nonlinear, because $G_s$ contains $v_{xc}$. It has a solution only if $n$ is the density of a non-interacting ground state with a gap $\varepsilon_H<\mu<\varepsilon_L$ between the highest occupied level $H$ and the lowest empty level $L$. A constant added to $v_{xc}$ leaves the orbitals unchanged, so the solution survives until a level crosses $\mu$; when $H$ alone has risen above $\mu$ the residual sums to one electron. The shape is unique by the Hohenberg-Kohn argument. If $h_s$ and $h_s'=h_s+\Delta v$ had different non-degenerate ground states $\Phi,\Phi'$ with the same density, the variational principle would give $E<E'-\sum\Delta v\,n$ and $E'<E+\sum\Delta v\,n$, whose sum is a contradiction. So they share $\gamma_s$, which commutes with both Hamiltonians, hence $[\Delta v(r)-\Delta v(r')]\gamma_{s,rr'}=0$, and $\Delta v$ is constant provided the nonzero elements of $\gamma_s$ link all sites.

Write $M=\Sigma_{xc}-v_{xc}$ and insert (2) into itself: $G-G_s=G_sMG_s+G_sMG_sMG$. Scale $w\to\lambda w$ at fixed $v_{\rm ext}$ and assume perturbation theory about a gapped non-interacting state. Keep $\mu$ in the unperturbed gap and choose the free constant in $v_{xc}$ of order $\lambda$, which lies inside the allowed window for small $\lambda$. Then $M=O(\lambda)$ and the last term is $O(\lambda^2)$. To first order $F$ is evaluated in the non-interacting determinant, where Wick's theorem factorizes it into $(v_H-w\gamma)G$, so $\Sigma_{xc}=\Sigma_x[\gamma_s]+O(\lambda^2)$ with $\Sigma_{x,rr'}=-w_{rr'}\gamma_{s,rr'}$; using $\gamma_s$ changes only the second order, as $\gamma_s$ differs from the unperturbed matrix by $O(\lambda)$. The linearized exchange-only equation drops both second-order pieces. It refers to the Kohn-Sham system alone, with $v_x\equiv v_s-v_{\rm ext}-v_H[n_s]$ and now $M=\Sigma_x-v_x$:

$$R(r)\equiv\int\frac{d\omega}{2\pi}\big(G_sMG_s\big)_{rr}=0.$$

Insert $G_s=\sum_p\varphi_p\varphi_p^{T}/(i\omega-\alpha_p)$, $\alpha_p=\varepsilon_p-\mu$. Since $\frac1{(i\omega-\alpha)(i\omega-\beta)}=\frac1{\alpha-\beta}\big[\frac1{i\omega-\alpha}-\frac1{i\omega-\beta}\big]$, equation (1) gives the integral $[f(\alpha)-f(\beta)]/(\alpha-\beta)$, which tends to $f'(\alpha)=0$ as $\beta\to\alpha\neq0$. Only pairs of one occupied orbital $i$ and one empty orbital $a$ survive. The orderings $(i,a)$ and $(a,i)$ both give $1/(\varepsilon_i-\varepsilon_a)$ and $M$ is symmetric, so

$$R(r)=2\sum_i^{\rm occ}\sum_a^{\rm empty}\varphi_i(r)\varphi_a(r)\frac{\langle i|\Sigma_x-v_x|a\rangle}{\varepsilon_i-\varepsilon_a}=0.\tag{4}$$

The kernel acting on $v_x$ is $\chi_s(r,r')=2\sum_{ia}\varphi_i(r)\varphi_a(r)\varphi_a(r')\varphi_i(r')/(\varepsilon_i-\varepsilon_a)$. It annihilates constants because $\langle a|i\rangle=0$. Its quadratic form $2\sum|\langle i|\delta v|a\rangle|^2/(\varepsilon_i-\varepsilon_a)$ vanishes only if $\delta v$ commutes with $\gamma_s$, so under the linking condition it is negative definite on zero-mean potentials. On a finite grid its inverse there is bounded, and the dropped terms move the shape of the potential by $O(\lambda^2)$. For non-degenerate levels, empty orbitals can be eliminated: $\psi_i=\sum_{p\ne i}\varphi_pM_{pi}/(\varepsilon_i-\varepsilon_p)$ is the solution orthogonal to $\varphi_i$ of $(h_s-\varepsilon_i)\psi_i=-\sum_{p\neq i}\varphi_pM_{pi}=-(M-M_{ii})\varphi_i$, and in $2\sum_i\varphi_i\psi_i$ the terms $(i,j)$ and $(j,i)$ with both orbitals occupied cancel by their opposite denominators, which leaves $R$.

The optimized effective potential (OEP) is defined without Green functions, as the local $v_s$ whose $N$-electron determinant $\Phi[v_s]$ makes $E=\langle\Phi|H|\Phi\rangle$ stationary. In a determinant $\langle\hat n_r\hat n_s\rangle=n_rn_s-\gamma_{s,rs}^2$ for $r\ne s$. On-site terms may be added to both the Hartree and the exchange sum, where they cancel because $\gamma_{s,rr}=n_r$:

$$E[\gamma_s]={\rm tr}\,h_0\gamma_s+\tfrac12\sum_{rr'}w_{rr'}n_rn_{r'}+E_x,\qquad E_x=-\tfrac12\sum_{rr'}w_{rr'}\gamma_{s,rr'}^2.$$

Differentiation gives $\delta E={\rm tr}\,h_F\,\delta\gamma_s$ with the Fock matrix $h_F=h_0+v_H[n_s]+\Sigma_x=h_s+M$. First-order perturbation theory gives $\delta\varphi_i=\sum_{p\ne i}\varphi_p\langle p|\delta v_s|i\rangle/(\varepsilon_i-\varepsilon_p)$. In $\delta\gamma_s=\sum_i(\delta\varphi_i\varphi_i^T+\varphi_i\delta\varphi_i^T)$ the occupied-occupied terms cancel as before, so

$$\delta E=2\sum_{ia}\frac{\langle i|h_F|a\rangle\langle a|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_a}.$$

Here $\langle i|h_s|a\rangle=0$, so $\langle i|h_F|a\rangle=M_{ia}$, and $\langle a|\delta v_s|i\rangle=\sum_r\varphi_a(r)\varphi_i(r)\delta v_s(r)$. Comparison with (4) gives $\partial E/\partial v_s(r)=R(r)$ for every $v_s$ with a gap: the linearized exchange-only Sham-Schlüter equation is the OEP equation. Its solution is the derivative of $E_x$. Since $\delta\gamma_s$ has only occupied-empty elements, ${\rm tr}\,h_s\delta\gamma_s=0$, so the kinetic energy changes by $-\sum v_s\delta n$, and $\delta E=0$ becomes $\delta E_x=\sum(v_s-v_{\rm ext}-v_H)\delta n=\sum v_x\delta n$. Exchange alone, without the linearization, does not in general give the OEP (it does for the single electron of the two-site case, where $v_{\rm ext}+c$ solves both problems). Keeping the self-consistent $\Sigma_x[\gamma]$ and the full $G$ in (3) makes $G$ the Hartree-Fock Green function, and (3) then returns the potential with the Hartree-Fock density. That potential also generates a determinant, but not in general the stationary one. Shrinking the search space from all states to determinants to determinants of local potentials gives $E_{\rm exact}\le E_{\rm HF}\le E_{\rm OEP}$.

The constant is fixed at temperature $T>0$ ($k_B=1$), where the integral becomes a sum over $\omega_n=(2n+1)\pi T$. The partial-fraction series of the hyperbolic tangent gives $T\sum_{n\ge0}(-2\alpha)/(\omega_n^2+\alpha^2)=-\tfrac12\tanh(\alpha/2T)=f(\alpha)-\tfrac12$, so (1) holds with the Fermi function, and the double poles now contribute $f'=-f(1-f)/T$. For non-degenerate levels,

$$R_T(r)=\sum_{p\ne q}\frac{f_p-f_q}{\varepsilon_p-\varepsilon_q}\varphi_p(r)\varphi_q(r)M_{pq}+\sum_pf_p'\,\varphi_p(r)^2M_{pp}=0.\tag{5}$$

This is again a stationarity condition, for $\Omega=E[\gamma_s]-TS-\mu\sum f_p$ with $\gamma_s=\sum f_p\varphi_p\varphi_p^T$ and $S=-\sum[f\ln f+(1-f)\ln(1-f)]$. Orbital rotations give the first sum as before. The occupations change by $\delta f_p=f_p'\langle p|\delta v_s|p\rangle$, and since $T\,\partial S/\partial f_p=T\ln[(1-f_p)/f_p]=\varepsilon_p-\mu$, their coefficient is $(\varepsilon_p+M_{pp})-(\varepsilon_p-\mu)-\mu=M_{pp}$. Summing (5) over $r$ removes the first sum by orthogonality and leaves $\sum_pf_p'M_{pp}=0$. At $N+\delta$ electrons and low $T$, $f_L\approx\delta\approx e^{-(\varepsilon_L-\mu)/T}$, so $1-f_H\approx e^{-(\mu-\varepsilon_H)/T}\approx e^{-E_s/T}/\delta$ with $E_s=\varepsilon_L-\varepsilon_H$, and $f_H'/f_L'\approx e^{-E_s/T}/\delta^2$. Deeper occupied levels have smaller ratios still, and an empty level $p$ above $L$ has $f_p'/f_L'\approx e^{-(\varepsilon_p-\varepsilon_L)/T}$. With $T\to0$ taken before $\delta\to0$ all these ratios vanish and $\langle L|\Sigma_x-v_x^+|L\rangle=0$. Exchanging the roles of $H$ and $L$ at $N-\delta$ gives $\langle H|\Sigma_x-v_x^-|H\rangle=0$. The diagonal sum in (5) disappears, because $f_L'M_{LL}=-\sum_{p\ne L}f_p'M_{pp}$ is exponentially small, and the first sum differs from (4) by $O(\delta)$. Assume that $\partial R/\partial v_s$, the Hessian of $E$, is invertible on zero-mean potentials at the OEP; it equals $-\chi_s+O(\lambda)$, so on a finite grid, where $\chi_s^{-1}$ is bounded, this holds at weak coupling. Then $v_x^\pm$ tend to the same shape, $v_x^+=v_x^-+\Delta_x$, and the two conditions give

$$\Delta_x=\langle L|\Sigma_x-v_x^-|L\rangle=M_{LL}-M_{HH},$$

where the last form is independent of the constant in $v_x$. In a continuum $\chi_s^{-1}$ is unbounded, the argument gives no uniformity, and it fails in the tail where $\delta\,\varphi_L^2$ outweighs the $N$-electron density. For the two-site case $h_F-h_s=V|u\rangle\langle u|-c$, so $\Delta_x=V$, as found directly.

The same quantity appears in the energy. Minimize the ensemble $(1-\delta)E_N[v_s]+\delta E_{N+1}[v_s]$ of determinant energies over $v_s$. Because $E_N$ is stationary at the OEP, the slope at $\delta\to0$ is $E_{N+1}-E_N$ with the OEP orbitals frozen. Adding $\varphi_L\varphi_L^T$ to $\gamma_s$ changes $E$ linearly by $\langle L|h_F|L\rangle$, and the quadratic Hartree and exchange terms, $\pm\tfrac12\sum w_{rr'}\varphi_L(r)^2\varphi_L(r')^2$, cancel. The slope is $\varepsilon_L+M_{LL}$ above $N$ and, by removing $\varphi_H\varphi_H^T$, $\varepsilon_H+M_{HH}$ below; the jump is $E_s+\Delta_x$. For the exact equation the two-site argument carries over. If the ground-state energy is convex in the particle number, the interacting ensemble at $N\mp\delta$ mixes the $N$- and $(N\mp1)$-electron ground states and pins $\mu$ at $\mu^\mp$, and a fractional Kohn-Sham occupation requires $\varepsilon_H=\mu^-$ or $\varepsilon_L=\mu^+$. If the shape is continuous in $\delta$, the constant jumps by $\Delta_{xc}=(\mu^+-\mu^-)-E_s$.

As a model with round parameters take eight grid points $x=-3.5,\dots,3.5$ bohr with hard walls, the three-point kinetic energy with hopping $0.5$ Ha, three spin-polarized electrons, $w=1/\sqrt{(x-x')^2+1}$, and equally softened wells of charge $2$ at $-1.5$ bohr and $1$ at $1.5$ bohr. Exact diagonalization gives $\mu^-=-0.1292$ Ha and $\mu^+=0.5320$ Ha, and $\Sigma_{xc}$ is built as $FG^{-1}-v_H$. Solving (3) by frequency quadrature reproduces the potential from direct inversion of the density to $2.3\times10^{-15}$ Ha. In the gauge $\varepsilon_H=\mu^-$ the lowest empty level is $0.1875$ Ha, which lies below the midgap value $\mu=0.2014$ Ha used in the quadrature. That gauge therefore does not solve (3) at this $\mu$; a shift $c$ is needed with $0.0140<c<0.3306$ Ha (the distances from $\mu$ down to the lowest empty and the highest occupied level, taken before rounding), a window as wide as the Kohn-Sham gap $0.3167$ Ha. The fundamental gap is $0.5320+0.1292\approx0.6613$ Ha ($17.99$ eV), so $\Delta_{xc}=0.6613-0.3167=0.3446$ Ha ($9.38$ eV), about half the gap in this model. Inverting the ensemble densities at $N\pm10^{-5}$ with the levels aligned as above gives a jump of $0.3446$ Ha on all eight sites; the alignment is imposed there, and what is tested is the continuity of the shape.

The solution of the linearized equation agrees to $5.4\times10^{-10}$ Ha with the minimizer of the determinant energy evaluated in the many-body basis, and at a trial potential where $R$ reaches $-0.0725$ electrons per site it matches the finite-difference gradient of $E$ to $3.5\times10^{-10}$. The energies are $-2.9698$, $-2.9652$ and $-2.9637$ Ha for exact, Hartree-Fock and OEP, the last two separated by $0.0016$ Ha. With means removed, $v_x$ differs by at most $0.0063$ Ha from $v_s-v_{\rm ext}-v_H$ of the potential that has the Hartree-Fock density and by $0.0147$ Ha from the exact $v_{xc}$. These two numbers, and the separate matrix elements of $\Sigma_x$ and $v_x$ below, refer to the on-site value $w_{rr}=1$ kept in both $v_H$ and $\Sigma_x$. That value drops out of $H$, $v_s$, $M=h_F-h_s$ and the discontinuities, but not out of the split of $v_s$ into Hartree and exchange parts: with $w_{rr}=0$ the two differences are $0.0047$ and $0.0113$ Ha. Reducing $\lambda$ from $0.04$ to $0.02$ divides the norms of these differences by $4.16$ and $4.03$, against the second-order prediction $4$. In the gauge $\langle H|v_x^-|H\rangle=\langle H|\Sigma_x|H\rangle=-0.6840$ Ha,

$$\Delta_x=-0.2409-(-0.6164)=0.3755\ {\rm Ha}\ (10.22\ {\rm eV}).$$

Solving (5) at $T=0.005$ Ha and $N\pm10^{-5}$, with the constant as a free unknown, gives a jump of $0.3755$ Ha on every site. The ensemble slopes are $-0.1422$ and $0.5550$ Ha; the first equals the OEP $\varepsilon_H$ in this gauge, and their difference $0.6972$ Ha equals $E_s+\Delta_x=0.3217+0.3755$ Ha ($18.97$ eV). This exchange-only gap exceeds the exact one by $0.036$ Ha, $5.4\%$ of the exact gap, and $\Delta_x$ exceeds $\Delta_{xc}$ by $0.031$ Ha, $9\%$ of $\Delta_{xc}$; the Hartree-Fock eigenvalue gap is $0.7061$ Ha. The sign and size of these errors are results for this model at $\lambda=1$, where the derivation promises only that the omitted terms begin at second order. The output of the numerical check follows.

## Values computed for the example and the checks

```
L = 8 sites, N = 3 electrons, spacing = 1.0 bohr, hopping = 0.5 Ha
wells: charge 2.0 at -1.5 bohr, charge 1.0 at 1.5 bohr; softening 1 bohr
x (bohr): -3.5000 -2.5000 -1.5000 -0.5000 0.5000 1.5000 2.5000 3.5000
vext (Ha): -1.0905 -1.6567 -2.3162 -1.8614 -1.6015 -1.6325 -1.1922 -0.8394
n exact (e/site): 0.1885 0.5170 0.5559 0.5031 0.3029 0.4752 0.3611 0.0963
n HF (e/site): 0.1877 0.5202 0.5541 0.5069 0.2990 0.4770 0.3609 0.0942
n OEP (e/site): 0.1891 0.5221 0.5546 0.5071 0.2979 0.4778 0.3584 0.0929
vH exact (Ha): 1.2014 1.5660 1.7537 1.7512 1.6444 1.5510 1.3270 1.0026
vxc SSE, eH=mu- (Ha): -0.5682 -0.7204 -0.6479 -0.7257 -0.5970 -0.6981 -0.6747 -0.4710
vx OEP, HOMO gauge (Ha): -0.5820 -0.7426 -0.6624 -0.7449 -0.5981 -0.7073 -0.6807 -0.4665
trial b-K vxc (e/site): 0.0551 0.0600 -0.0751 0.0031 -0.0247 0.0567 -0.0256 -0.0494
trial R = dE/dvs (e/site): 0.0495 0.0691 -0.0725 -0.0026 -0.0205 0.0521 -0.0175 -0.0577
KS levels exact, eH=mu- (Ha): -0.8390 -0.4704 -0.1292 0.1875 0.4865 0.9305 1.0531 1.2849
KS levels OEP, HOMO gauge (Ha): -0.8526 -0.4798 -0.1422 0.1795 0.4767 0.9213 1.0429 1.2781
mu- = E(N)-E(N-1) = -0.129210 Ha
mu+ = E(N+1)-E(N) = 0.532044 Ha
mu used = 0.201417 Ha
E exact = -2.969807 Ha
E HF = -2.965244 Ha
E OEP = -2.963681 Ha
E OEP - E HF = 0.001562 Ha
Ex OEP = -1.181597 Ha
max|v SSE - v inversion| = 2.3e-15 Ha
max|v linear SSE - v minimization| = 5.4e-10 Ha
max|R - finite-difference dE/dvs| = 3.5e-10 e/site
summed residual with HOMO above mu = 1.000000 electrons
max|vx(HF density) - vx OEP|, zero mean = 0.006346 Ha
max|vxc exact - vx OEP|, zero mean = 0.014672 Ha
deviation ratio lambda 0.04/0.02: exact 4.026, HF 4.164
finite-T run: kT = 0.005 Ha, delta = 1e-05 electrons
vx(N+delta)-vx(N-delta) (Ha): 0.3755 0.3755 0.3755 0.3755 0.3755 0.3755 0.3755 0.3755
vxc(N+delta)-vxc(N-delta) (Ha): 0.3446 0.3446 0.3446 0.3446 0.3446 0.3446 0.3446 0.3446
<H|Sx|H> = -0.683974 Ha
<H|vx-|H> = -0.683974 Ha
<L|Sx|L> = -0.240883 Ha
<L|vx-|L> = -0.616403 Ha
OEP eH (HOMO gauge) = -0.142243 Ha
dE/dN at N- = -0.142243 Ha
dE/dN at N+ = 0.554976 Ha
slope jump = 0.697218 Ha
HF gap = 0.706072 Ha
OEP KS gap = 0.321699 Ha = 8.754 eV
Delta_x = 0.375520 Ha = 10.218 eV
OEP KS gap + Delta_x = 0.697218 Ha = 18.972 eV
exact KS gap = 0.316667 Ha = 8.617 eV
Delta_xc = 0.344587 Ha = 9.377 eV
fundamental gap = 0.661254 Ha = 17.994 eV
```
